\section*{When Collisions Focus Along a Row of Hard Spheres}

\section{Why the spacing matters}

A displaced atom in a crystal can pass its energy down a row of neighbours. If the regularity of the row is taken as enough to keep the energy on course, the estimate of how far it travels can fail badly. With sphere radius $R$ and spacing $5R$, each collision multiplies a small directional error by $1.5$, so five collisions enlarge it $7.6$ times and the sequence soon leaves the row. With spacing $3R$ the factor is $0.5$, and five collisions reduce the error to about $3\%$ of its first value. Both rows are equally regular. What separates them is the ratio of spacing to radius, and the dividing value is $4$.

The model is a straight row of identical, smooth, elastic spheres of radius $R$, at rest on sites a distance $D$ apart, with $D>2R$ so that they do not overlap. Sphere $n$ is set moving from its site with speed $v$ at a signed angle $\theta_n$ to the row, positive on one chosen side. It strikes sphere $n+1$, which leaves at angle $\theta_{n+1}$. The motion stays in one plane, because the row and the first velocity define a plane and no force points out of it. The result, for small angles in radians, is
\begin{equation}
\theta_{n+1}=-\lambda\,\theta_n,\qquad \lambda=\frac{D}{2R}-1 .
\label{rec}
\end{equation}

\section{First derivation: the triangle at contact}

Smooth spheres exert no tangential force on each other. The impulse in a collision therefore acts along the line joining the centres. Sphere $n+1$ was at rest, so its whole momentum is that impulse, and it leaves along the line of centres.

Let $A$ be site $n$, $B$ site $n+1$, and $C$ the centre of the striker at contact. Then $AB=D$ and $CB=2R$. Write $a=|\theta_n|$ and $b=|\theta_{n+1}|$. The angle at $A$ is $a$. The struck sphere moves along $CB$ extended, so the angle at $B$ is $b$. The angle at $C$ is $\pi-(a+b)$, whose sine is $\sin(a+b)$. The sine rule gives
\begin{equation}
\frac{D}{\sin(a+b)}=\frac{2R}{\sin a}
\quad\Longrightarrow\quad
\sin(a+b)=q\sin a,\qquad q=\frac{D}{2R}.
\label{exact}
\end{equation}
The striker's path crosses the circle of radius $2R$ about $B$ at two points. Contact occurs at the first, where the angle at $C$ is at least $90^\circ$, so $a+b\le 90^\circ$. A hit requires $q\sin a<1$; at $q\sin a=1$ the spheres only graze.

If $C$ lies above the row, the direction from $C$ to $B$ points downwards. The recoil is therefore on the opposite side from the incoming motion, which is the origin of the minus sign in (\ref{rec}).

For small angles both sines may be replaced by their arguments:
\begin{equation}
a+b=qa\quad\Longrightarrow\quad b=(q-1)a=\lambda a .
\end{equation}
With the sign restored this is (\ref{rec}). Repeating it gives $\theta_n=(-\lambda)^n\theta_0$. Since $D>2R$ makes $\lambda$ positive, the angles shrink when $\lambda<1$:
\begin{equation}
\frac{D}{2R}-1<1\quad\Longleftrightarrow\quad D<4R .
\end{equation}
The full condition for small-angle focusing is $2R<D<4R$.

The result applies to each collision in turn because the pair does not meet again before the next one. An elastic collision reverses the relative velocity along the line of centres, so the two spheres separate, and both then move freely until sphere $n+1$ reaches its next neighbour. As $D\to2R$ the free path vanishes, several spheres touch at once, and this picture of separate collisions fails.

\section{Second derivation: turning of the line of centres}

The same result follows from the relative motion, without the triangle. Let $\boldsymbol\rho$ be the vector from the striker's centre to the target's centre, with length $s$ and angle $\varphi$ to the row. At the start $\boldsymbol\rho=(D,0)$ and $\dot{\boldsymbol\rho}=-v(\cos\theta_n,\sin\theta_n)$. No force acts before contact, so the cross product of $\boldsymbol\rho$ and $\dot{\boldsymbol\rho}$ keeps its initial value:
\begin{equation}
s^2\dot\varphi=-Dv\sin\theta_n .
\label{area}
\end{equation}
This is angular momentum conservation divided by the reduced mass. For positive $\theta_n$ the line of centres turns in the negative sense.

The relative speed is also constant, so $\dot s^2+s^2\dot\varphi^2=v^2$. With $\beta=D\sin\theta_n$ and $s$ decreasing,
\begin{equation}
\dot s=-v\sqrt{1-\beta^2/s^2},\qquad
\frac{d\varphi}{ds}=\frac{\dot\varphi}{\dot s}
=\frac{\beta}{s^2\sqrt{1-\beta^2/s^2}} .
\end{equation}
Integrate from $s=D$, where $\varphi=0$, to contact at $s=2R$. The substitution $w=\beta/s$, $dw=-\beta\,ds/s^2$, gives
\begin{equation}
\varphi_{\rm c}=-\int_{\beta/D}^{\beta/2R}\frac{dw}{\sqrt{1-w^2}}
=-\left[\arcsin(q\sin\theta_n)-\theta_n\right].
\label{turn}
\end{equation}
The impulse acts along $\boldsymbol\rho$ at contact, so $\theta_{n+1}=\varphi_{\rm c}$. This is the finite-angle law (\ref{exact}) with its sign. For small angles,
\begin{equation}
\theta_{n+1}=-D\theta_n\left(\frac1{2R}-\frac1D\right)
=-\left(\frac{D}{2R}-1\right)\theta_n .
\end{equation}
In this view, the line of centres turns while the striker approaches. A longer approach and a smaller final separation both give more turning. At $D=4R$ the line turns by as much as the striker's own angle.

\section{What each derivation assumes}

Both derivations take the struck sphere to be at rest on its site, the striker to start from its site, and no third sphere to take part. Neither uses equal masses to find the direction. The triangle also needs a straight path up to a sharp contact. The second route needs a central force, and it survives when the sharp contact is replaced by a smooth repulsion.

To see this, let an isolated pair of mass $M$ each have repulsive energy $W(s)$ that decreases with $s$ and vanishes for $s\ge D$. The reduced mass is $M/2$, so the energy of relative motion is $\tfrac12(M/2)v^2=E/2$, where $E=\tfrac12Mv^2$. Equation (\ref{area}) still holds. The rotational energy is of second order in $\theta_n$ and is dropped, so $\dot s=-v\sqrt{1-2W/E}$ on the way in. The relative path is symmetric about the line of closest approach, so the total impulse lies along that line, and
\begin{equation}
\left|\frac{\theta_{n+1}}{\theta_n}\right|
=D\int_{s_{\rm m}}^{D}\frac{ds}{s^2\sqrt{1-2W(s)/E}},
\qquad W(s_{\rm m})=\frac E2 .
\label{soft}
\end{equation}
With $W=0$ down to $s_{\rm m}=2R$ the integral gives $D/2R-1$ again. With a smooth repulsion the square root is below one over part of the range, so the integral is larger than $D/s_{\rm m}-1$. The approach is slowed and the line of centres has more time to turn. For an isolated pair, hard spheres of diameter $s_{\rm m}$ therefore overstate the focusing.

\section{Finite angles and the marginal row}

For a hit with $a<45^\circ$, the sine increases up to $2a$, so $b<a$ is equivalent to $\sin(a+b)<\sin2a$. Using (\ref{exact}) and $\sin2a=2\sin a\cos a$,
\begin{equation}
q\sin a<2\sin a\cos a\quad\Longleftrightarrow\quad
\cos a>\frac q2=\frac D{4R}.
\end{equation}
If $\sqrt2<q<2$, every hit has $\sin a<1/q<1/\sqrt2$, hence $a<45^\circ$, and the angle shrinks below $a_*=\arccos(D/4R)$. It grows between $a_*$ and the grazing angle $\arcsin(1/q)$. That window exists because
\begin{equation}
\frac1{q^2}-\sin^2a_*=\frac1{q^2}-1+\frac{q^2}4
=\left(\frac1q-\frac q2\right)^2>0 .
\end{equation}
If $q<\sqrt2$, hits below $45^\circ$ satisfy $\cos a>1/\sqrt2>q/2$ and focus. Hits at $45^\circ$ or more focus too, since short of grazing $a+b<90^\circ\le2a$. So for $D<2\sqrt2\,R$ every hit focuses.

At $D=4R$ the linear law leaves the angle unchanged and the next term decides. From $\arcsin x=x+x^3/6+\dots$ with $x=q(a-a^3/6+\dots)$,
\begin{equation}
b=(q-1)a+\frac{q(q^2-1)}6a^3+\dots
\end{equation}
For $q=2$ this is $b=a+a^3$, so the marginal row defocuses slowly. Treating $n$ as continuous gives $da/dn=a^3$, hence $1/a_0^2-1/a_n^2=2n$. Doubling the angle takes $n=3/(8a_0^2)$ collisions, about $1200$ from a start at $1^\circ$.

\section{Energy and matter carried}

The striker's velocity makes the angle $a+b$ with the line of centres. Equal masses exchange their velocity components along that line, so the struck sphere leaves with speed $v\cos(a+b)$ and
\begin{equation}
E_{n+1}=E_n\cos^2(|\theta_n|+|\theta_{n+1}|).
\label{en}
\end{equation}
For small angles the fractional loss is $(a+b)^2=q^2\theta_n^2$. In a focusing row these losses form a geometric series, with leading-order total $q^2\theta_0^2/(1-\lambda^2)$.

In a head-on collision the striker stops after moving $D-2R$. This is less than $D/2$ when $D<4R$. A head-on sequence in a focusing row of hard spheres thus carries energy while each atom stays nearer its own site than the next one.

\section{A sodium row}

Take a nearest-neighbour row in body-centred cubic sodium, with the rough spacing $D=3.7$ \AA, and a knock of $1$ eV starting at $10^\circ$. The hard-sphere diameter must come from the repulsion. In atomic units the universal potential of Ziegler, Biersack and Littmark for two atoms of nuclear charge $Z$ is
\begin{align}
V(r)&=\frac{Z^2}{r}\,\Phi\!\left(\frac r{a_s}\right),\qquad a_s=\frac{0.8854}{2Z^{0.23}},\\
\Phi(x)&=0.1818e^{-3.2x}+0.5099e^{-0.9423x}\nonumber\\
&\quad+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.
\end{align}
The row at rest is in balance, so the energy that matters is the excess over that state. It is taken as $W(r)=V(r)-V(D)-(r-D)V'(D)$ for $r<D$ and zero beyond, which makes energy and force vanish at $D$.

In a head-on collision both atoms move at $v/2$ at closest approach. Their kinetic energy is $2\cdot\tfrac12M(v/2)^2=E/2$, and the other half is potential. The diameter therefore follows from $W(2R)=E/2=0.5$ eV, which gives $2R=2.43$ \AA{} ($4.59$ bohr). Then
\begin{equation}
q=\frac{3.70}{2.427}=1.52,\qquad \lambda=0.52,\qquad 4R=4.85\ \text{\AA}>D .
\end{equation}
The hard-sphere row focuses. The limiting angle is $40.3^\circ$ and the grazing angle $41.0^\circ$, so nearly every angle that gives a hit is focused. Simulated hard-sphere collisions give:

\begin{center}
\begin{tabular}{cccc}
$n$ & $\theta_n$ (deg) & $(-\lambda)^n\theta_0$ (deg) & $E_n$ (eV)\\
0 & $10.00$ & $10.00$ & $1.000$\\
1 & $-5.35$ & $-5.25$ & $0.930$\\
2 & $2.82$ & $2.75$ & $0.911$\\
3 & $-1.48$ & $-1.44$ & $0.906$\\
4 & $0.78$ & $0.76$ & $0.905$
\end{tabular}
\end{center}

The small-angle law is low by about $3\%$ of the simulated angle at $n=4$, as the positive cubic term requires. The first energy follows from (\ref{en}): $\cos^2(15.35^\circ)=0.930$. The series estimate of the total loss, with $\theta_0=0.1745$ rad, is $2.32\times0.0305/0.725=0.098$, against $0.095$ after four collisions. The free path $D-2R=1.27$ \AA{} is below the half spacing of $1.85$ \AA.

Because $W$ decreases with distance, a faster atom has a smaller diameter. The condition $2R>D/2$ becomes
\begin{equation}
E<E_f=2W(D/2)=5.0\ \text{eV}
\end{equation}
in the hard-sphere description. These values follow the rough spacing: for $D$ between $3.66$ and $3.72$ \AA, $E_f$ runs from $5.2$ to $4.85$ eV and $\lambda$ from $0.51$ to $0.53$.

\section{How far the hard-sphere numbers can be trusted}

The softness of the atoms is the first limit. Newton's equations were solved for a whole row with the force from $W$, starting at $1^\circ$, with each direction read at the atom's peak kinetic energy. The sizes of the angles, in degrees, were:

\begin{center}
\begin{tabular}{cccccc}
$E$ (eV) & $n=1$ & $2$ & $3$ & $4$ & hard $\lambda$\\
0.2 & 0.46 & 0.16 & 0.05 & 0.02 & 0.26\\
1.0 & 0.85 & 0.59 & 0.40 & 0.26 & 0.52\\
4.0 & 1.40 & 1.69 & 2.00 & 2.36 & 0.92
\end{tabular}
\end{center}

The entries at $4$ eV are uncertain by about $0.01^\circ$ from the sampling in time. The signs alternate as predicted. At $1$ eV the row still focuses, but the four collisions multiply the angle by $0.85$, $0.70$, $0.67$ and $0.66$ in turn, instead of $0.52$. At $4$ eV the hard-sphere rule predicts weak focusing and the soft row defocuses. Of the energies tried, focusing is lost between $1$ and $4$ eV, so $5.0$ eV is too high as a focusing energy for an isolated row with the force from $W$. The direction of the error agrees with (\ref{soft}), although in the row neighbouring collisions also overlap in time, which (\ref{soft}) leaves out. By contrast, stiff elastic spheres of diameter $2.43$ \AA, started at $0.01$ rad and penetrating by only about $0.004$ \AA, gave a ratio of $-0.528$ in each of three collisions, close to $-\lambda=-0.525$. The energies in the hard-sphere table need the same caution. Soft collisions that overlap in time share the energy among several atoms, and atoms beside the row take up some of it, so a single atom in the crystal carries less than $E_n$.

Thermal motion is the second limit. Let site $n$ be displaced sideways by $y_n$. At contact the striker has moved about $D-2R$ along the row, so for small angles the slope of the line of centres is
\begin{equation}
\theta_{n+1}=\frac{y_{n+1}-y_n-(D-2R)\theta_n}{2R}
=-\lambda\theta_n+\frac{y_{n+1}-y_n}{2R}.
\end{equation}
Take the offsets as independent, with zero mean and rms size $u$. Then $\theta_n$ contains $y_n/2R$ and is independent of $y_{n+1}$, so $\langle\theta_ny_n\rangle=u^2/2R$. Squaring, averaging and requiring a steady mean square $\sigma^2$ gives
\begin{align}
\sigma^2&=\lambda^2\sigma^2+\frac{2u^2}{(2R)^2}+\frac{2\lambda u^2}{(2R)^2},\\
\sigma^2&=\frac{u^2}{(2R)^2}\,\frac{2(1+\lambda)}{1-\lambda^2}
=\frac{u^2}{(2R)^2}\,\frac{2}{1-\lambda}.
\end{align}
At $80$ K a Debye model with a rough Debye temperature of $150$ K gives $u=0.157$ \AA. The floor is $\sigma=(0.157/2.427)\sqrt{2/0.4755}=0.133$ rad, or $7.6^\circ$. With offsets this large the finite-angle geometry raises it to about $8^\circ$, a sequence occasionally misses the next sphere, and about $7\%$ of the energy is lost in every collision, so the finite total loss of the perfect row no longer applies. The $0.8^\circ$ reached after four collisions in the perfect row is therefore far below the thermal scatter. In this small-angle estimate focusing keeps the mean square angle bounded; it does not align the sequence with the row. This estimate includes the offsets but not the thermal velocities, which are not negligible. The sideways thermal speed is classically $\sqrt{k_{\rm B}T/M}$, about $1.7$ \AA/ps. During the free flight of $0.044$ ps it moves an atom by about $0.07$ \AA, nearly half of $u$. It is also about $6\%$ of the speed of a $1$ eV atom, so it can tilt a path by about $0.06$ rad. The floor is therefore only a rough estimate, and independent thermal velocities would raise it. It also refers to one sideways direction: with two equal, independent directions the rms angle to the row is larger by a factor $\sqrt2$. Correlated motion of neighbours, left out here, would reduce the differences $y_{n+1}-y_n$.

Two other changes were made one at a time in the hard-sphere model. Renewing the diameter as energy is lost lowers the fourth angle from $0.78^\circ$ to $0.70^\circ$. Halving or doubling the repulsion moves $\lambda$ to $0.70$ or $0.39$. The potential of the surrounding rows, the nearest $3.5$ \AA{} away, varies along the free path by $0.05$ eV, about $5\%$ of the starting energy, when summed with the unshifted $V$, and by $0.015$ eV with $W$. That figure does not measure their effect on direction. Their repulsion pushes an atom that has strayed slightly back towards the row, which helps focusing. This force is left out of every angle given here, and it is not small: it lowers the soft-row factors at $1$ eV by roughly $0.1$ to $0.2$, depending on how the neighbours are treated, although the row still defocuses at $4$ eV.

For real sodium, the spacing and Debye temperature are rough typical values, and $1$ eV stands for the low-energy tail of a collision cascade. That energy is comparable with the binding energy per atom of the metal, roughly $1$ eV, while the pair potential was designed for closer, more energetic encounters and contains no metallic binding. The size of that omission is not known from this calculation. The assumption of hard contact is also broken, and in an isolated row, without the surrounding atoms, this raises the angle factor at $1$ eV from $0.52$ to between $0.66$ and $0.85$ in the four collisions followed. The values of $\lambda$ and $E_f$ are thus model estimates and not measured properties of sodium. The remaining digits are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
row spacing D (rough, Na) = 3.70 angstrom
cubic lattice constant implied = 4.272 angstrom
starting energy = 1.00 eV
starting angle = 10.0 deg
screening length = 0.1350 angstrom
unshifted pair energy at D = 0.0549 eV
unshifted pair force at D = 0.0999 eV/angstrom
hard-sphere diameter 2R = 2.427 angstrom
hard-sphere diameter 2R = 4.586 bohr
closest approach, soft motion = 2.427 angstrom
radius R = 1.214 angstrom
4R = 4.854 angstrom
D/(2R) = 1.5245
angle factor lam = 0.5245
limiting angle of focusing = 40.34 deg
grazing angle = 40.99 deg
hard-sphere focusing energy = 4.977 eV
sphere: simulated angle, small-angle law (deg), energy (eV)
  0:   10.000   10.000   1.0000
  1:   -5.350   -5.245   0.9299
  2:    2.822    2.751   0.9111
  3:   -1.482   -1.443   0.9060
  4:    0.778    0.757   0.9046
free path D - 2R = 1.273 angstrom
half spacing D/2 = 1.850 angstrom
stiff-sphere angle ratios = -0.5280 -0.5280 -0.5280
last angle, diameter renewed = 0.695 deg
lam with repulsion times 0.5 = 0.6988
lam with repulsion times 2.0 = 0.3886
soft row, start 1 deg: angles of atoms 0 to 4 (deg)
  0.2 eV: 1.000 -0.457 0.164 -0.054 0.017
    hard-sphere lam = 0.2568
  1.0 eV: 1.000 -0.847 0.590 -0.395 0.261
    hard-sphere lam = 0.5245
  4.0 eV: 1.000 -1.402 1.687 -1.996 2.361
    hard-sphere lam = 0.9193
temperature = 80 K
Debye temperature (rough) = 150 K
rms thermal offset, one direction = 0.157 angstrom
thermal floor of the angle, rms = 7.60 deg
sampled/predicted floor, small offsets = 1.0007
free flight time = 0.0439 ps
shortest Debye period = 0.320 ps
distance to next parallel row = 3.488 angstrom
change of surrounding potential on path = 0.046 eV
\end{verbatim}
